# Airy Subbands and the Two-Thirds Field Law in a Triangular Well: a numerical check

```python
# Result under test: an electron in the potential F*z (z > 0) with a hard wall
# at z = 0 has levels E_n = |a_n| * (F^2 / (2 m))^(1/3), a_n = zeros of Ai.
# F: force, m: mass normal to the wall, ell: Airy length, all in atomic units.
# A finite barrier (height V_b, mass m_b) lowers each level by about F*d,
# with d = m_b / (m * sqrt(2 m_b V_b)).
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import gamma

AI_0 = 3 ** (-2 / 3) / gamma(2 / 3)
AI_SLOPE_0 = -3 ** (-1 / 3) / gamma(1 / 3)


def airy_series(x):
    """Power series of the decaying solution of y'' = x y."""
    even_term, odd_term = 1.0, x
    even_sum, odd_sum = even_term, odd_term
    for k in range(1, 60):
        even_term *= x ** 3 / ((3 * k - 1) * (3 * k))
        odd_term *= x ** 3 / ((3 * k) * (3 * k + 1))
        even_sum += even_term
        odd_sum += odd_term
    return AI_0 * even_sum + AI_SLOPE_0 * odd_sum


def airy_contour(x):
    """Integral along the vertical line through the saddle, x > 0."""
    value = quad(lambda s: np.exp(-np.sqrt(x) * s * s) * np.cos(s ** 3 / 3),
                 0, 8, epsabs=1e-12, limit=300)[0]
    return np.exp(-2 * x ** 1.5 / 3) * value / np.pi


def grid_levels(force, mass, count=3, barrier=None, barrier_mass=None):
    """Lowest levels and centroids by finite differences."""
    step, depth, oxide = 0.05, 300.0, 40.0
    if barrier is None:
        z = step * np.arange(1, round(depth / step))
        node_mass = np.full(z.size, mass)
        potential = force * z
    else:
        # The interface lies midway between two nodes.
        z = -oxide + step * (np.arange(round((oxide + depth) / step)) + 0.5)
        node_mass = np.where(z < 0, barrier_mass, mass)
        potential = np.where(z < 0, barrier, force * z)
    link_mass = (node_mass[1:] + node_mass[:-1]) / 2
    left = np.r_[node_mass[0], link_mass]
    right = np.r_[link_mass, node_mass[-1]]
    diagonal = (1 / left + 1 / right) / (2 * step ** 2) + potential
    off_diagonal = -1 / (2 * step ** 2 * link_mass)
    energies, vectors = eigh_tridiagonal(
        diagonal, off_diagonal, select="i", select_range=(0, count - 1))
    weights = vectors ** 2 / np.sum(vectors ** 2, axis=0)
    return energies, z @ weights


# The series must be the decaying solution given by the contour integral.
for x in (0.5, 1.0, 2.0):
    assert abs(airy_series(x) - airy_contour(x)) < 1e-9

# Zeros of the series, found by scanning for sign changes.
scan = np.arange(0, -6.01, -0.1)
values = [airy_series(x) for x in scan]
zeros = np.array([brentq(airy_series, scan[i + 1], scan[i], xtol=1e-13)
                  for i in range(len(scan) - 1) if values[i] * values[i + 1] < 0])
assert zeros.size == 3
n = np.arange(1, 4)
wkb_zeros = (3 * np.pi * (4 * n - 1) / 8) ** (2 / 3)
wkb_error = np.abs(wkb_zeros / -zeros - 1)
assert wkb_error[0] < 0.01 and np.all(np.diff(wkb_error) < 0)


def airy_levels(force, mass):
    return -zeros * (force ** 2 / (2 * mass)) ** (1 / 3)


mass, force = 0.8, 2.0e-4
ell = (2 * mass * force) ** (-1 / 3)
energy_unit = force * ell
levels = airy_levels(force, mass)

# Levels at several fields and masses; grid error is about (k*step)^2/12.
for trial_force, trial_mass in ((force, mass), (force / 2, mass),
                                (8 * force, mass), (force, 0.2)):
    numeric, _ = grid_levels(trial_force, trial_mass)
    assert np.allclose(numeric, airy_levels(trial_force, trial_mass),
                       rtol=5e-5, atol=0)

grid_energy, grid_centroid = grid_levels(force, mass)
centroids = 2 * levels / (3 * force)
assert np.allclose(grid_centroid, centroids, rtol=1e-4, atol=0)
strong_energy, strong_centroid = grid_levels(8 * force, mass)
field_ratio = strong_energy[0] / grid_energy[0]
centroid_ratio = strong_centroid[0] / grid_centroid[0]
assert abs(field_ratio - 4) < 1e-3
assert abs(centroid_ratio - 0.5) < 1e-3

# Finite barrier: leading shift, its limit, and the local field exponent.
barrier, barrier_mass = 0.1, 0.4


def penetration(height):
    return barrier_mass / (mass * np.sqrt(2 * barrier_mass * height))


def soft_ground(trial_force, height):
    return grid_levels(trial_force, mass, 1, height, barrier_mass)[0][0]


soft_energy = soft_ground(force, barrier)
shift = levels[0] - soft_energy
shift_formula = force * penetration(barrier)
shift_error = abs(shift_formula / shift - 1)
high_shift = levels[0] - soft_ground(force, 4 * barrier)
high_formula = force * penetration(4 * barrier)
high_error = abs(high_formula / high_shift - 1)
# The formula drops terms of relative order E/V_b and (d/ell)^2.
assert shift > 0 and shift_error < 0.04
assert high_error < 0.5 * shift_error

factor = 1.05
log_span = 2 * np.log(factor)
hard_exponent = np.log(grid_levels(force * factor, mass, 1)[0][0]
                       / grid_levels(force / factor, mass, 1)[0][0]) / log_span
soft_exponent = np.log(soft_ground(force * factor, barrier)
                       / soft_ground(force / factor, barrier)) / log_span
soft_exponent_formula = 2 / 3 - shift_formula / (3 * soft_energy)
assert abs(hard_exponent - 2 / 3) < 1e-4
assert soft_exponent < 2 / 3 - 0.01
assert abs(soft_exponent - soft_exponent_formula) < 0.003

hartree_ev = constants.value("Hartree energy in eV")
field_si = constants.value("atomic unit of electric field")
print(f"mass m = {mass:.2f} electron masses")
print(f"force F = {force:.2e} hartree/bohr")
print(f"field = {force * field_si:.4e} V/m")
print(f"Ai(0) = {AI_0:.6f}, Ai'(0) = {AI_SLOPE_0:.6f} (no unit)")
print(f"Airy length ell = {ell:.4f} bohr")
print(f"energy unit F*ell = {energy_unit:.6e} hartree")
for i in range(3):
    print(f"n={i + 1}: |a_n| = {-zeros[i]:.6f} (no unit)")
    print(f"n={i + 1}: saddle-point |a_n| = {wkb_zeros[i]:.6f} (no unit)")
    print(f"n={i + 1}: saddle-point error = {100 * wkb_error[i]:.3f} percent")
    print(f"n={i + 1}: Airy level = {levels[i]:.6e} hartree")
    print(f"n={i + 1}: Airy level = {levels[i] * hartree_ev:.4f} eV")
    print(f"n={i + 1}: grid level = {grid_energy[i]:.6e} hartree")
    print(f"n={i + 1}: centroid 2E/(3F) = {centroids[i]:.4f} bohr")
    print(f"n={i + 1}: grid centroid = {grid_centroid[i]:.4f} bohr")
print(f"spacing E2-E1 = {levels[1] - levels[0]:.6e} hartree")
print(f"spacing E3-E2 = {levels[2] - levels[1]:.6e} hartree")
print(f"grid E1(8F)/E1(F) = {field_ratio:.5f} (no unit)")
print(f"grid centroid ratio, 8F to F = {centroid_ratio:.5f} (no unit)")
print(f"hard-wall grid exponent = {hard_exponent:.5f} (no unit)")
print(f"barrier V_b = {barrier:.2f} hartree")
print(f"barrier mass m_b = {barrier_mass:.2f} electron masses")
print(f"penetration length d = {penetration(barrier):.4f} bohr")
print(f"finite-barrier grid E1 = {soft_energy:.6e} hartree")
print(f"lowering of E1, grid = {shift:.4e} hartree")
print(f"lowering of E1, F*d = {shift_formula:.4e} hartree")
print(f"error of F*d = {100 * shift_error:.2f} percent")
print(f"barrier 4*V_b: lowering, grid = {high_shift:.4e} hartree")
print(f"barrier 4*V_b: lowering, F*d = {high_formula:.4e} hartree")
print(f"barrier 4*V_b: error of F*d = {100 * high_error:.2f} percent")
print(f"finite-barrier exponent, grid = {soft_exponent:.4f} (no unit)")
print(f"finite-barrier exponent, formula = {soft_exponent_formula:.4f} (no unit)")
print("done: every assertion held")
```

Output:

```
mass m = 0.80 electron masses
force F = 2.00e-04 hartree/bohr
field = 1.0284e+08 V/m
Ai(0) = 0.355028, Ai'(0) = -0.258819 (no unit)
Airy length ell = 14.6201 bohr
energy unit F*ell = 2.924018e-03 hartree
n=1: |a_n| = 2.338107 (no unit)
n=1: saddle-point |a_n| = 2.320251 (no unit)
n=1: saddle-point error = 0.764 percent
n=1: Airy level = 6.836668e-03 hartree
n=1: Airy level = 0.1860 eV
n=1: grid level = 6.836664e-03 hartree
n=1: centroid 2E/(3F) = 22.7889 bohr
n=1: grid centroid = 22.7889 bohr
n=2: |a_n| = 4.087949 (no unit)
n=2: saddle-point |a_n| = 4.081810 (no unit)
n=2: saddle-point error = 0.150 percent
n=2: Airy level = 1.195324e-02 hartree
n=2: Airy level = 0.3253 eV
n=2: grid level = 1.195323e-02 hartree
n=2: centroid 2E/(3F) = 39.8441 bohr
n=2: grid centroid = 39.8441 bohr
n=3: |a_n| = 5.520560 (no unit)
n=3: saddle-point |a_n| = 5.517164 (no unit)
n=3: saddle-point error = 0.062 percent
n=3: Airy level = 1.614221e-02 hartree
n=3: Airy level = 0.4393 eV
n=3: grid level = 1.614220e-02 hartree
n=3: centroid 2E/(3F) = 53.8074 bohr
n=3: grid centroid = 53.8073 bohr
spacing E2-E1 = 5.116569e-03 hartree
spacing E3-E2 = 4.188978e-03 hartree
grid E1(8F)/E1(F) = 3.99999 (no unit)
grid centroid ratio, 8F to F = 0.50000 (no unit)
hard-wall grid exponent = 0.66667 (no unit)
barrier V_b = 0.10 hartree
barrier mass m_b = 0.40 electron masses
penetration length d = 1.7678 bohr
finite-barrier grid E1 = 6.475257e-03 hartree
lowering of E1, grid = 3.6141e-04 hartree
lowering of E1, F*d = 3.5355e-04 hartree
error of F*d = 2.17 percent
barrier 4*V_b: lowering, grid = 1.7778e-04 hartree
barrier 4*V_b: lowering, F*d = 1.7678e-04 hartree
barrier 4*V_b: error of F*d = 0.57 percent
finite-barrier exponent, grid = 0.6473 (no unit)
finite-barrier exponent, formula = 0.6485 (no unit)
done: every assertion held
```
